# Vacancy Relaxation Length Beside a Flux Discontinuity

**Q.** In an interdiffusion couple atoms jump into vacancies, and the two species jump at different rates. Why should that make a vacancy flux, and why should it be discontinuous anywhere?

**A.** Count the jumps. Let $n_A$, $n_B$ and $c$ be the numbers of A atoms, B atoms and vacancies per volume. Between lattice planes at $x$ and $x+a$, the net rate of A jumps to the right is proportional to

$$n_A(x)\,c(x+a)-n_A(x+a)\,c(x)\simeq a\,(n_A c'-c\,n_A').$$

With a rate constant $K_A$, the flux relative to the lattice is $J_A=K_A(n_Ac'-c\,n_A')$, and likewise for B. This assumes random mixing and leaves out correlations between successive jumps. Each atom jump moves a vacancy the other way, so $J_v=-(J_A+J_B)$. Vacancies are dilute, so $n_A=NX_A$ and $n_B=N(1-X_A)$, with $N$ the site density, and $n_B'=-n_A'$. Then

$$J_v=(K_A-K_B)\,c\,N X_A'-D_v c',\qquad D_v=K_An_A+K_Bn_B .$$

At the equilibrium concentration $c_{eq}=NX_v$ the intrinsic diffusivities are $D_A=K_Ac_{eq}$ and $D_B=K_Bc_{eq}$. Hence $D_v=(X_AD_A+X_BD_B)/X_v$, and to leading order in the excess the first term is

$$J_{dr}=(D_A-D_B)\,N X_A' .$$

This composition-driven part is discontinuous wherever the product $(D_A-D_B)X_A'$ is. A kink in the composition is enough if $D_A\ne D_B$ and the diffusivities are continuous. If the diffusivities jump as well, the two changes can add or cancel. Take the drive as $J_{left}$ for $x<0$ and $J_{right}$ for $x>0$. The interface then receives $\Delta J=J_{left}-J_{right}$ per area and time.

**Q.** If vacancies arrive faster than they leave, they accumulate without limit. Where is your steady state?

**A.** Without sinks there is none in an infinite sample. Suppose dislocations throughout the material remove the excess $u=c-c_{eq}$ at the rate $u/\tau$. This linear law requires sinks that do not saturate. With constant $D_v$, $\tau$ and $c_{eq}$,

$$\frac{\partial u}{\partial t}=-\frac{\partial J_v}{\partial x}-\frac u\tau
=D_v u''-\frac u\tau+\Delta J\,\delta(x).$$

The delta function has a positive sign because the drive falls by $\Delta J$ at the origin, so $-J_{dr}'=\Delta J\,\delta(x)$.

In the steady state, away from $x=0$, $u''=u/(D_v\tau)$. Trying $e^{kx}$ gives $k^2=1/(D_v\tau)$. An excess that vanishes far away must therefore be

$$u=u_0e^{-|x|/L},\qquad L=\sqrt{D_v\tau}.$$

The two sides share one $u_0$, since a step in $u$ would carry an infinite diffusion flux. Integrating the balance over a vanishing interval around zero leaves

$$D_v[u'(0^+)-u'(0^-)]+\Delta J=0 .$$

The slopes are $-u_0/L$ and $+u_0/L$, so $2D_vu_0/L=\Delta J$ and

$$u_0=\frac{\Delta J\,L}{2D_v}=\frac{\Delta J}{2}\sqrt{\frac{\tau}{D_v}} .$$

The total removal is $\int u\,dx/\tau=2u_0L/\tau=\Delta J$, as it must be, with half on each side. If $\Delta J<0$, the same solution describes a deficit, and the dislocations emit vacancies.

**Q.** Is $L$ the width of the disturbed zone, then?

**A.** It is a decay length. The share removed within $|x|<L$ is $1-e^{-1}=63\%$, so more than a third disappears farther out. One can also follow a single vacancy from the interface. Its displacement after time $t$ is Gaussian with variance $2D_vt$, and its lifetime has the density $e^{-t/\tau}/\tau$. The Fourier transform of its final position is

$$\int_0^\infty\frac{e^{-t/\tau}}{\tau}e^{-D_vq^2t}\,dt=\frac1{1+q^2L^2}
=\int_{-\infty}^{\infty}\frac{e^{-|x|/L}}{2L}\cos qx\,dx .$$

The final positions thus have the density $e^{-|x|/L}/(2L)$. Their mean distance is $L$, and their root-mean-square distance is $\sqrt2\,L$.

**Q.** How long must I wait for this profile?

**A.** Switch the drive on at $t=0$ and add the contributions of vacancies released at all earlier times. With $t'$ the age of a vacancy,

$$u(0,t)=\Delta J\int_0^t\frac{e^{-t'/\tau}}{\sqrt{4\pi D_vt'}}\,dt' .$$

Put $t'=\tau z^2$, so that $dt'=2\tau z\,dz$:

$$u(0,t)=\Delta J\sqrt{\frac{\tau}{\pi D_v}}\int_0^{\sqrt{t/\tau}}e^{-z^2}dz
=u_0\,\mathrm{erf}\sqrt{t/\tau}.$$

The interface reaches 84% of its final excess at $t=\tau$ and 99% at $3\tau$. For $t\ll\tau$ the result becomes $\Delta J\sqrt{t/(\pi D_v)}$. The lifetime has dropped out because few vacancies have yet met a sink.

**Q.** Real interfaces separate different materials. Does your symmetric answer survive?

**A.** The exponential form does, with a separate $L_i=\sqrt{D_i\tau_i}$ on each side, where $D_i$ is the vacancy diffusivity there. The amplitude changes. If vacancies cross the interface easily, their chemical potential is continuous, and so is $s=u/c_{eq}$. Side $i$ has $u=c_{eq,i}\,s_0e^{-|x|/L_i}$ and carries away the flux

$$G_is_0,\qquad G_i=\frac{c_{eq,i}D_i}{L_i}.$$

Setting the sum equal to the supply gives $s_0=\Delta J/(G_1+G_2)$. Side $i$ receives the share $G_i/(G_1+G_2)$. If side 2 is blocked, $G_2=0$ and the peak is $\Delta J/G_1$, twice that of two equal sides. If the interface itself absorbs vacancies at a rate $Ms_0$ per area, $M$ is added to the denominator.

**Q.** And if the discontinuity is not sharp?

**A.** Spread the source evenly over a width $w$, again with equal sides. Each slice adds its own exponential, so at the centre

$$u(0)=\frac{\Delta J}{w}\frac{L}{2D_v}\int_{-w/2}^{w/2}e^{-|x|/L}dx
=u_0\,\frac{1-e^{-w/2L}}{w/2L}.$$

The factor is 0.975 for $w=0.1L$, 0.787 for $w=L$ and 0.199 for $w=10L$. When $w\gg L$ it tends to $2L/w$, and $u(0)\to\Delta J\,\tau/w$. Vacancies are then removed near where they are supplied, and the profile follows the source. Its width no longer measures $L$.

**Q.** You have treated $\tau$ as given. What sets it?

**A.** Take straight dislocations of density $\rho$ that absorb every vacancy reaching a radius $r_0$. Give each a cylindrical cell of radius $R$ with $\pi R^2\rho=1$, closed at its outer wall. Supply vacancies uniformly at a rate $g$ per volume. The steady balance is

$$\frac{D_v}{r}(ru')'+g=0,\qquad u'(R)=0,\quad u(r_0)=0 .$$

One integration gives $ru'=g(R^2-r^2)/(2D_v)$, and a second gives

$$u=\frac g{2D_v}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right].$$

For $r_0\ll R$, the area average of $\ln(r/r_0)$ is $\ln(R/r_0)-\tfrac12$, and that of $r^2/2$ is $R^2/4$. Since the average removal rate is $\bar u/\tau=g$,

$$\tau=\frac{\bar u}{g}=\frac{R^2}{2D_v}\left(\ln\frac R{r_0}-\frac34\right),\qquad
L=R\sqrt{\frac12\left(\ln\frac R{r_0}-\frac34\right)} .$$

The diffusivity cancels in $L$. Faster vacancies travel farther per unit time but find a sink correspondingly sooner. This cancellation belongs to sinks limited by diffusion. If absorption at the dislocation is the slow step, $\tau$ need not vary as $1/D_v$. The equal cells also stand for evenly spaced dislocations. Randomly placed ones leave wider gaps, which makes both $\tau$ and $L$ longer than these formulas give.

**Q.** Give me numbers before I object further.

**A.** Take a model alloy with $D_A=1.5\times10^{-17}$ and $D_B=0.5\times10^{-17}\ \mathrm{m^2/s}$, $X_A=0.5$ at the interface, $X_v=10^{-5}$ and $N=8\times10^{28}\ \mathrm{m^{-3}}$. Let $X_A'=10^5\ \mathrm{m^{-1}}$ on the left and zero on the right. Then

$$D_v=\frac{0.5(1.5+0.5)\times10^{-17}}{10^{-5}}=10^{-12}\ \mathrm{m^2/s},$$

$$\Delta J=(10^{-17})(8\times10^{28})(10^5)=8\times10^{16}\ \mathrm{m^{-2}s^{-1}} .$$

With $\rho=10^{12}\ \mathrm{m^{-2}}$ and $r_0=0.5$ nm, $R=564$ nm and $\ln(R/r_0)=7.03$. Therefore

$$\tau=\frac{(5.64\times10^{-7})^2}{2\times10^{-12}}(7.03-0.75)\simeq1.0\ \mathrm{s},$$

and $L\simeq1.0\ \mu$m, or $1.9\times10^4$ bohr. The peak excess is

$$u_0=\frac{(8\times10^{16})(1.0\times10^{-6})}{2\times10^{-12}}=4.0\times10^{22}\ \mathrm{m^{-3}} .$$

Divided by $c_{eq}=8\times10^{23}\ \mathrm{m^{-3}}$, this is a supersaturation of 5.0%. It falls to 1.8% at 1 μm and 0.25% at 3 μm.

**Q.** My objection is that $L$ equals the distance between your dislocations, $\rho^{-1/2}=1\ \mu$m. How can you smear out sinks that are as far apart as the profile is long?

**A.** The exponential can then describe averages alone, because the local concentration dips near every dislocation. To test the averages, discrete line sinks were placed on a square lattice of spacing $a$, with a uniform flux entering midway between two rows. That case was slightly harsher, with $a/L=1.252$. From one cell to the next, the cell average fell by $e^{-1.256}$, against $e^{-1.252}$ for smeared sinks. The exponents differ by 0.3%.

The average over the interface plane was less well reproduced: it was 12% above the smeared value. The reason is that no sink lies within $a/2$ of that plane. Between rows the plane average is linear in $x$. If successive row averages are $U$ and $Uq$, with $q=e^{-a/L}$, the flux between them is $D_vU(1-q)/a$, and the midway average is $U(1+q)/2$. The midway average per unit flux, divided by the smeared value $L/D_v$, is

$$\frac{a}{2L}\,\frac{1+q}{1-q}=\frac a{2L}\coth\frac a{2L}\simeq1.13,$$

in agreement with the calculation. For regularly spaced sinks the decay length is therefore sounder than the peak height, which depends on where the interface lies among them. With irregular spacing the decay length, too, departs from the formula: for randomly placed parallel lines at the density and capture radius of the example, $\tau$ is about 25% longer, and $L$ and the mean peak are about 12% larger.

**Q.** You also replaced $c$ by $c_{eq}$ in the drive. More vacancies mean faster atoms, hence more vacancies.

**A.** Restore the factor $c/c_{eq}=1+s$ on the left, with no drive on the right. The left flux is $\Delta J(1+s)-D_vc_{eq}s'$. Put $\xi=x/L$ and $p=\Delta J\,L/(D_vc_{eq})$. With $D_v$ held constant, the steady balance on the left is

$$s_{\xi\xi}-p\,s_\xi-s=0,\qquad s=s_0e^{\kappa\xi},\qquad \kappa=\tfrac12\left(p+\sqrt{p^2+4}\right),$$

where the positive root makes $s$ vanish far to the left. Flux balance at the interface reads $p(1+s_0)-\kappa s_0=s_0$, so

$$s_0=\frac p{1+\kappa-p}=\frac{2p}{2+\sqrt{p^2+4}-p}\simeq\frac p2\left(1+\frac p4\right)\quad(p\ll1).$$

Here $p=0.10$. The peak rises from 5.0% to 5.1%, and the upstream decay length shrinks to $L/\kappa=0.95L$.

**Q.** But $D_v$ contains the composition, which varies on the left. Is that smaller than the effect you have just kept?

**A.** It is of the same order. With constant $K_A$ and $K_B$, $D_v'=(K_A-K_B)NX_A'$, which is the coefficient of $c$ in the drive. The left flux is therefore $J_v=D_v'c-D_vc'$. For a linear composition profile $D_v''=0$, and

$$-J_v'=-D_v'c'-D_v''c+D_v'c'+D_vc''=D_vu'' .$$

The drift term has cancelled. If the sinks are diffusion-limited, $D_v\tau=L^2$ stays constant even though $D_v$ varies, and $u''=u/L^2$. The upstream length is again $L$. The interface balance becomes $p(1+s_0)-s_0=s_0$, so $s_0=p/(2-p)=0.10/1.90=5.3\%$. Both treatments agree with $p/2$ at leading order and differ at the next. The linear theory therefore needs $p\ll1$, and a quoted correction has meaning only together with the composition dependence it assumes.

**Q.** Will the discontinuity last long enough to matter?

**A.** At this gradient a full change from pure B to pure A would take $1/X_A'=10\ \mu$m. Here $X_A$ rises only to 0.5, which takes 5 μm. Diffusion over that distance needs about $(5\times10^{-6})^2/D_A\simeq1.7\times10^6$ s, so the vacancies follow the composition almost at once. Where the gradient begins, $5L$ to the left, a second kink of opposite sign produces a deficit, but it changes the peak at the interface by only about 1%. A free kink in composition is itself rounded by diffusion, however. The variance of the vacancy source grows as $2\tilde Dt$, where $\tilde D=(1-X_A)D_A+X_AD_B=10^{-17}\ \mathrm{m^2/s}$ is the interdiffusion coefficient at the interface. Its standard deviation reaches $L$ after $L^2/(2\tilde D)=5\times10^4$ s. An even spread with the same standard deviation has the full width $w=\sqrt{12}\,L$, for which the earlier formula gives a peak of $0.48\,u_0$. The rounded kink supplies vacancies unevenly, more nearly as a Gaussian, for which the linear theory gives $e^{1/2}\,\mathrm{erfc}(1/\sqrt2)\,u_0=0.52\,u_0$. The cusp erodes much sooner: the peak has lost 10% after about $10^3$ s. A phase boundary that maintains different gradients can keep the jump sharp for longer.

**Q.** What happens to the crystal where the vacancies vanish?

**A.** Each absorbed vacancy removes a site of volume $1/N$. If all the shrinkage is along $x$, the lattice velocity obeys $v'=-u/(N\tau)$. Integration across the zone gives

$$v(\infty)-v(-\infty)=-\frac{\Delta J}{N}=-1.0\ \mathrm{pm/s} .$$

The right side approaches the left, and the change is spread over the relaxation zone. Convection by this motion was neglected above. Its strength relative to diffusion is $|\Delta v|L/D_v=10^{-6}$. The dislocations themselves move much faster, because they climb as they absorb. At the peak each takes up $u_0/(\tau\rho)=4\times10^{10}$ vacancies per metre and second. With a Burgers vector $b\simeq0.26$ nm, dividing by $Nb$ gives about 2 nm/s. This is still slow against vacancy diffusion over $L$, but a dislocation crosses its own spacing in under $10^3$ s. A constant $\rho$ over longer times requires sources that renew the dislocations.

**Q.** Then a 5% supersaturation should also produce Kirkendall voids.

**A.** Compare the energy gained with the surface created. Moving a vacancy from the supersaturated crystal into a void releases $kT\ln(1+s)$. A spherical void with surface energy $\gamma$ costs

$$E(r)=4\pi r^2\gamma-\frac{4\pi}3r^3N\,kT\ln(1+s).$$

Setting $E'(r)=0$ gives the critical radius $r_c=2\gamma/[NkT\ln(1+s)]$. Replacing $NkT\ln(1+s)$ by $2\gamma/r_c$ in $E$ gives

$$E(r_c)=4\pi r_c^2\gamma-\frac{8\pi}3r_c^2\gamma=\frac{4\pi}3\gamma r_c^2 .$$

At 1000 K, with $\gamma=1\ \mathrm{J/m^2}$ and $s=5.0\%$, $r_c=37$ nm and the barrier is $4\times10^5\,kT$. Homogeneous nucleation is ruled out in this model, and the small corrections to $s$ do not change that. A cavity already larger than $r_c$ can lower its energy by growing. It then competes with the dislocations for vacancies, and a population of such cavities would add a removal term absent from $\tau$. Fewer dislocations would raise both $L$ and the supersaturation, and so lower the critical radius, but only up to a limit. Once $L$ exceeds the 5 μm over which the gradient extends, the deficit from the second kink offsets the gain. With the composition-dependent $D_v$ the supersaturation then levels off near 20%, where $r_c\simeq10$ nm and the barrier is still about $3\times10^4\,kT$. The remaining values are in the numerical output.

## Computed values

```
intrinsic diffusivity A: 1.50e-17 m^2/s
intrinsic diffusivity B: 5.00e-18 m^2/s
atom fraction of A: 0.50
equilibrium vacancy fraction: 1.0e-05
site density: 8.00e+28 m^-3
composition gradient on the left: 1.00e+05 m^-1
dislocation density: 1.00e+12 m^-2
capture radius: 0.50 nm
temperature: 1000 K
surface energy: 1.00 J/m^2
vacancy diffusivity D_v: 1.000e-12 m^2/s
equilibrium vacancy concentration: 8.000e+23 m^-3
delivered flux: 8.000e+16 m^-2 s^-1
sink cell radius R: 564.2 nm
ln(R/r0): 7.0285
lifetime tau: 0.9993 s
lifetime from slowest cell mode: 1.0030 s
relaxation length L: 0.9996 micrometre
relaxation length L: 1.8890e+04 bohr
L over sink spacing rho^(-1/2): 0.9996
peak excess concentration: 3.999e+22 m^-3
peak supersaturation, linear: 4.998 percent
supersaturation at 1 micrometre: 1.838 percent
supersaturation at 2 micrometre: 0.676 percent
supersaturation at 3 micrometre: 0.249 percent
feedback parameter p: 0.1000
peak supersaturation, feedback: 5.123 percent
upstream length over L, feedback: 0.9513
build-up fraction at t/tau = 0.1: 0.3453
build-up fraction at t/tau = 1.0: 0.8427
build-up fraction at t/tau = 3.0: 0.9857
peak factor for jump width 0.1 L: 0.9754
peak factor for jump width 1.0 L: 0.7869
peak factor for jump width 10.0 L: 0.1987
share removed within L of the jump: 0.6321
diffusion zone width 1/gradient: 10.0 micrometre
diffusion zone time: 6.67e+06 s
lattice velocity change: 1.000 pm/s
lattice velocity times L/D_v: 1.00e-06
discrete sinks, decay exponent per cell: 1.2557
smeared sinks, decay exponent per cell: 1.2520
interface mean, discrete over smeared: 1.1243
critical void radius: 37.13 nm
void nucleation barrier: 4.182e+05 kT
```
